# Effective Permittivity of a Two-Dimensional Isotropic Polycrystal by Field Rotation

## A case that can be solved by hand

Take a crystal with principal relative permittivities $k_a$ and $k_b$ in the plane, and stack layers of equal thickness along $x$. In every second layer the $a$ axis points along $x$; in the others it points along $y$. All quantities are independent of $z$.

If the mean field lies along the layers, $E_y$ is continuous across each interface and has the same value $E_0$ everywhere. The displacement is $k_bE_0$ in one half of the material and $k_aE_0$ in the other. Its average gives

$$k_\parallel=\frac{k_a+k_b}{2}.$$

If the mean field points across the layers, $D_x$ is uniform. The field is $D_x/k_a$ in one half and $D_x/k_b$ in the other, so

$$\frac1{k_\perp}=\frac12\left(\frac1{k_a}+\frac1{k_b}\right),\qquad k_\perp=\frac{2k_ak_b}{k_a+k_b}.$$

The laminate is anisotropic, but the sum $k_a+k_b$ cancels in the product:

$$k_\parallel k_\perp=k_ak_b .$$

For $k_a=2$ and $k_b=6$ the two values are 4 and 3, with product 12. This product survives when the layers are replaced by grains of any shape. If the material is also isotropic, its two effective values are equal, and each must be $\sqrt{k_ak_b}$.

## Assumptions and definitions

The local relative permittivity is

$$k(\mathbf x)=Q(\theta)\begin{pmatrix}k_a&0\\0&k_b\end{pmatrix}Q(\theta)^T,$$

where $Q(\theta)$ is a rotation and $\theta(\mathbf x)$ is the local orientation of the $a$ axis. The numbers $k_a,k_b$ are real, positive and the same in all grains. The response is linear, and the fields are quasi-static. There is no free charge inside, and neither pores nor boundary layers separate the grains. With $\mathbf D$ measured in units of $\varepsilon_0$,

$$\operatorname{curl}\mathbf E=\partial_xE_y-\partial_yE_x=0,\qquad \operatorname{div}\mathbf D=0,\qquad \mathbf D=k\mathbf E .$$

At a grain boundary the tangential part of $\mathbf E$ and the normal part of $\mathbf D$ are continuous.

The medium is periodic, and $\langle\cdot\rangle$ is the average over one cell. A random medium is treated as the limit of large cells, assuming that its averages converge. The fields are periodic, so $\mathbf E=\langle\mathbf E\rangle+\nabla u$ with periodic $u$. The effective tensor $k^*$ is defined by $\langle\mathbf D\rangle=k^*\langle\mathbf E\rangle$.

For a film, this two-dimensional problem applies to columnar grains with the same principal axis along the columns in every grain, an applied field in the film plane, and columns much longer than they are wide. (A common tilted direction along such columns also works, with $k_a,k_b$ the eigenvalues of the in-plane block.) Near the top and bottom surfaces the fluctuating field leaks into the neighbouring medium, so in a film of finite thickness the result is only approached. For a laminate film with $k_a=2$, $k_b=6$ and out-of-plane value 4 in vacuum, the product $k_\parallel k_\perp$ is about 13.5 when the thickness is a tenth of the period and about 12.1 when it is twice the period. If different crystal axes pointed along the columns, the in-plane pair of permittivities would change from grain to grain.

## Three lemmas

**Lemma 1 (averages).** If $\mathbf E$ is a periodic curl-free field and $\mathbf D$ a periodic divergence-free field, then $\langle\mathbf E\cdot\mathbf D\rangle=\langle\mathbf E\rangle\cdot\langle\mathbf D\rangle$. They need not belong to the same solution.

*Proof.* Insert $\mathbf E=\langle\mathbf E\rangle+\nabla u$. The remaining term is $\langle\nabla u\cdot\mathbf D\rangle=\langle\operatorname{div}(u\mathbf D)\rangle$, because $\operatorname{div}\mathbf D=0$. The average of the divergence of a periodic field vanishes. At grain boundaries the continuity of $u$ and of the normal part of $\mathbf D$ prevents surface terms. $\square$

Three consequences are needed.

*Uniqueness.* Let $\mathbf e$ be the difference of two solutions with equal mean field. Then $\langle\mathbf e\rangle=0$, and Lemma 1 gives $\langle\mathbf e\cdot k\mathbf e\rangle=0$. Since $k$ is positive, $\mathbf e=0$. A solution exists because the positive quadratic energy $\langle\mathbf E\cdot k\mathbf E\rangle$ has a minimum at fixed mean field. Thus $k^*$ is well defined.

*Symmetry.* For two solutions,

$$\langle\mathbf E_1\rangle\cdot k^*\langle\mathbf E_2\rangle=\langle\mathbf E_1\cdot k\mathbf E_2\rangle=\langle\mathbf E_2\cdot k\mathbf E_1\rangle=\langle\mathbf E_2\rangle\cdot k^*\langle\mathbf E_1\rangle .$$

*Positivity.* For nonzero mean field, $\langle\mathbf E\rangle\cdot k^*\langle\mathbf E\rangle=\langle\mathbf E\cdot k\mathbf E\rangle>0$.

**Lemma 2 (rotation of fields).** Let $R(v_x,v_y)=(-v_y,v_x)$ be the rotation by ninety degrees. Then

$$\operatorname{curl}(R\mathbf v)=\operatorname{div}\mathbf v,\qquad \operatorname{div}(R\mathbf v)=-\operatorname{curl}\mathbf v .$$

*Proof.* Put $\mathbf w=R\mathbf v$, so $w_x=-v_y$ and $w_y=v_x$. Then $\partial_xw_y-\partial_yw_x=\partial_xv_x+\partial_yv_y$, and $\partial_xw_x+\partial_yw_y=-\partial_xv_y+\partial_yv_x$. $\square$

So $R\mathbf D$ is curl-free and $R\mathbf E$ is divergence-free. The boundary conditions are exchanged as well. Let $\mathbf n$ be the normal to a grain boundary and $\mathbf t=R\mathbf n$ the tangent. A rotation preserves scalar products, so $(R\mathbf D)\cdot\mathbf t=\mathbf D\cdot\mathbf n$, which is continuous. Since $R\mathbf t=-\mathbf n$, also $(R\mathbf E)\cdot\mathbf n=-\mathbf E\cdot\mathbf t$, which is continuous.

**Lemma 3 (rotation of the tensor).** For a symmetric positive $2\times2$ tensor $M$,

$$RM^{-1}R^T=\frac{M}{\det M},\qquad MRM=(\det M)\,R .$$

*Proof.* Let $\mathbf n_1$ and $\mathbf n_2=R\mathbf n_1$ be unit eigenvectors with eigenvalues $m_1,m_2$. Then $R^T\mathbf n_2=\mathbf n_1$ and $R^T\mathbf n_1=-\mathbf n_2$, while $R\mathbf n_2=-\mathbf n_1$. Therefore

$$RM^{-1}R^T\mathbf n_2=\frac1{m_1}\mathbf n_2=\frac{m_2}{m_1m_2}\mathbf n_2,\qquad
RM^{-1}R^T\mathbf n_1=\frac1{m_2}\mathbf n_1=\frac{m_1}{m_1m_2}\mathbf n_1 .$$

This is the first identity. Multiply it on the right by $R$ and use $R^TR=1$ to obtain $RM^{-1}=MR/\det M$. Multiplication on the right by $M$ gives the second. $\square$

Inverting a tensor exchanges its stiff and soft directions, and the quarter turn exchanges them back. What remains is a scalar factor.

## The theorem

**Theorem.** Under the stated assumptions,

$$\det k^*=k_ak_b$$

for every arrangement of grains. If $k^*$ is isotropic, then $k^*=\sqrt{k_ak_b}\,I$.

*Proof.* Write $k_0=\sqrt{k_ak_b}$. Rotations leave the determinant unchanged, so $\det k(\mathbf x)=k_0^2$ at every point. From a solution $(\mathbf E,\mathbf D)$ form

$$\mathbf E'=\frac{1}{k_0}R\mathbf D,\qquad \mathbf D'=k_0R\mathbf E .$$

By Lemma 2, $\mathbf E'$ is an admissible electric field and $\mathbf D'$ an admissible displacement. They are related by

$$\mathbf D'=k_0Rk^{-1}\mathbf D=k_0\,(Rk^{-1}R^T)\,R\mathbf D
=k_0\,\frac{k}{k_0^2}\,k_0\mathbf E'=k\mathbf E' .$$

The third equality uses Lemma 3 and $R\mathbf D=k_0\mathbf E'$. The new pair therefore solves the original problem in the same medium, and its averages obey $\langle\mathbf D'\rangle=k^*\langle\mathbf E'\rangle$. Insert the definitions:

$$k_0R\langle\mathbf E\rangle=k^*\,\frac1{k_0}R\,k^*\langle\mathbf E\rangle .$$

The mean field is arbitrary, so $k^*Rk^*=k_0^2R$. Since $k^*$ is symmetric and positive, Lemma 3 gives $k^*Rk^*=(\det k^*)R$. Hence $\det k^*=k_0^2$. If $k^*=\kappa I$, then $\kappa^2=k_0^2$, and positivity selects $\kappa=k_0$. $\square$

**Remark on grain shape.** The proof never uses $\theta(\mathbf x)$ beyond the constancy of the determinant. The orientation may even vary smoothly. As a test, the field equations were solved by finite elements for $k_a=2$, $k_b=6$ and

$$\theta=0.9\sin X+0.6\cos(X-Y),$$

with $X,Y$ running over $2\pi$ in the cell. The effective tensor has $k_{xx}=3.1954$, $k_{yy}=3.7561$ and $k_{xy}=-0.0407$ on a mesh of $128\times128$ elements. Extrapolation from this mesh and one half as fine gives the determinant 12.00000. The rotated displacement also agrees with the directly solved field of the same mean. Their rms difference is $3.3\times10^{-4}$ of the rms field.

**Remark on isotropy.** A quarter turn that maps the medium onto itself gives $Rk^*R^T=k^*$. If $\mathbf n$ is an eigenvector of $k^*$, then $R\mathbf n$ is one with the same eigenvalue, so $k^*$ is isotropic. Two polycrystals of this symmetry, one with compact and one with elongated grains, were solved for $k_a=2$, $k_b=6$. On $192\times192$ elements they give 3.4648 and 3.4646. Extrapolation over three meshes gives 3.4641 for both, in agreement with $\sqrt{12}=3.4641$.

## Relation to the bounds

**Proposition 1.** For an isotropic polycrystal,

$$\frac{2k_ak_b}{k_a+k_b}\le\kappa\le\frac{k_a+k_b}{2},$$

and $\kappa=k_0$ is the geometric mean of the two bounds.

*Proof.* Add to the solution $\mathbf E$ a trial change $\mathbf e=\nabla v$ with periodic $v$, so that $\langle\mathbf e\rangle=0$. Then

$$\langle(\mathbf E+\mathbf e)\cdot k(\mathbf E+\mathbf e)\rangle=\langle\mathbf E\cdot k\mathbf E\rangle+2\langle\mathbf e\cdot\mathbf D\rangle+\langle\mathbf e\cdot k\mathbf e\rangle .$$

The middle term vanishes by Lemma 1, and the last is not negative. The true field thus minimises the energy at fixed mean. A uniform trial field $\mathbf E_0$ gives $\kappa E_0^2\le\mathbf E_0\cdot\langle k\rangle\mathbf E_0$. Add this inequality for unit fields along $x$ and $y$. The trace of $k$ is $k_a+k_b$ everywhere, so $2\kappa\le k_a+k_b$.

For the lower bound, add to $\mathbf D$ a divergence-free $\mathbf d$ with zero mean. The cross term in $\langle\mathbf D\cdot k^{-1}\mathbf D\rangle$ is $2\langle\mathbf d\cdot\mathbf E\rangle=0$. A uniform trial displacement then gives, by the same addition, $2/\kappa\le1/k_a+1/k_b$. The product of the two bounds is $k_ak_b=k_0^2$. $\square$

Finite-element potentials are also trial fields. For the two polycrystals above, whose grains the mesh represents exactly, the mesh values therefore lie above the limit.

**Weak anisotropy.** Set $k_a=\bar k-\delta$ and $k_b=\bar k+\delta$. For $\delta\ll\bar k$,

$$k_0=\sqrt{\bar k^2-\delta^2}\simeq\bar k-\frac{\delta^2}{2\bar k},\qquad
\frac{2k_ak_b}{k_a+k_b}=\bar k-\frac{\delta^2}{\bar k}.$$

To second order the result lies halfway between the bounds, whose separation is itself of second order.

**Strong anisotropy.** For $k_b\gg k_a$ the bounds tend to $2k_a$ and $k_b/2$. Their ratio grows as $k_b/(4k_a)$, so they say little, while the theorem still fixes the value.

## The field inside the grains

**Proposition 2.** Let the geometry be isotropic for all values of $k_a,k_b$ near those considered, as fourfold symmetry ensures. Let $E_a,E_b$ be the field components along the local principal axes, and $E_0$ the mean field. Then

$$\frac{\langle E_a^2\rangle}{E_0^2}=\frac12\sqrt{\frac{k_b}{k_a}},\qquad
\frac{\langle E_b^2\rangle}{E_0^2}=\frac12\sqrt{\frac{k_a}{k_b}} .$$

*Proof.* Lemma 1 gives $\kappa E_0^2=\langle\mathbf E\cdot k\mathbf E\rangle$. Change $k_a$ by a small $\eta$ at fixed mean field. The solution changes by a gradient $\mathbf e$ of zero mean and of order $\eta$. To first order the energy changes by $\eta\langle E_a^2\rangle+2\langle\mathbf e\cdot\mathbf D\rangle$, and the second term vanishes by Lemma 1. Hence $\partial\kappa/\partial k_a=\langle E_a^2\rangle/E_0^2$. Differentiating $\kappa=\sqrt{k_ak_b}$ gives the first formula; exchanging $a$ and $b$ gives the second. $\square$

It follows that $k_a\langle E_a^2\rangle=k_b\langle E_b^2\rangle=k_0E_0^2/2$: the two components store equal energy. The total mean-square field is

$$\frac{\langle|\mathbf E|^2\rangle}{E_0^2}=\frac{k_a+k_b}{2k_0}.$$

For $k_a=2$, $k_b=6$ the component formulas give 0.866 and 0.289. The compact-grain solution gives 0.865 and 0.289.

## Where the theorem stops

**Variable determinant.** For a general symmetric $k(\mathbf x)$, the pair $\mathbf E'=R\mathbf D$, $\mathbf D'=R\mathbf E$ obeys $\mathbf D'=(k/\det k)\mathbf E'$. If $\det k$ is uniform, this is the original medium up to a constant factor. If $\det k$ varies in space, it is in general a different medium. Rotation then relates two effective tensors, and a further condition, such as a symmetry linking the two media, is needed to determine them. An empty void, with determinant 1, has this effect in a crystal with $k_ak_b\ne1$.

**Three dimensions.** For a Fourier component with wave vector $\mathbf q$, a curl-free field is parallel to $\mathbf q$. A divergence-free field is perpendicular to $\mathbf q$, which in three dimensions leaves a whole plane of directions. No fixed rotation can map that plane onto the line along $\mathbf q$, so this proof does not extend to three-dimensional grains.

## Example: a sulfur film between two metal lines

Consider a columnar film of orthorhombic sulfur between the facing sidewalls of two metal lines. The $b$ axis lies along the columns, and the $a$ and $c$ axes are randomly oriented in the plane. Rough relative permittivities are 3.8, 4.0 and 4.4 along $a$, $b$ and $c$. The in-plane values enter the theorem:

$$k^*=\sqrt{3.8\times4.4}=\sqrt{16.72}=4.089 .$$

The bounds are $2\times16.72/8.2=4.078$ and $8.2/2=4.100$. The third decimal serves to compare these expressions at fixed inputs. As a property of sulfur, the result is about 4.1.

For a gap of 160 nm, the capacitance per facing sidewall area, without fringing, is

$$\frac{C}{A}=\frac{\varepsilon_0k^*}{160\ \text{nm}}\simeq0.23\ \text{fF}/\mu\text{m}^2 .$$

At 1 V the mean field is 0.0625 MV/cm. By Proposition 2 the rms field exceeds it by 0.13 %. Local peaks are larger: in the compact-grain cell, on $96\times96$ elements, the largest element-averaged field is 1.15 times the applied one. That number depends on the mesh and is not an upper limit.

**Comparison with a real film.** The permittivity is close to that of silicon dioxide, so sulfur is not a low-k material. Its orthorhombic form is stable only to roughly 95 °C, far below usual interconnect process temperatures near 400 °C. It serves here as a simple anisotropic insulator. Common low-k films are amorphous and often porous, and this grain model does not describe them. In a real polycrystalline film, the assumption of perfect contact between grains may fail. Empty layers 1 nm wide, repeated every 20 nm in both directions, occupy 9.75 % of the area. In the computed model they lower $k^*$ to 3.42, a shift of −16 % relative to 4.089. This far exceeds the separation of the bounds, so for such a film the void content matters more than the choice of mean.

The other effects estimated are smaller. Percentages are relative to 4.089.

- **Non-columnar grains.** For random orientations in three dimensions, uniform trial fields bound an isotropic $k^*$ between 4.052 and 4.067. The shift lies between −0.91 % and −0.55 %.
- **Metal sidewalls.** A uniform field satisfies the electrode conditions and is again a trial field. For random in-plane orientations, the mean apparent permittivity is therefore at most 4.100, or 0.27 % above the theorem.
- **Finite number of grains.** The local $k_{xx}$ contains the term $\tfrac12(k_a-k_c)\cos2\theta$, and $\cos^22\theta$ averages to $1/2$. To first order in the anisotropy, $N$ equal, independent grains give a standard deviation $|k_c-k_a|/(2\sqrt{2N})$. For 64 grains this is 0.0265; eighty simulated samples between metal plates gave 0.0268, with a sampling error of about 8 %. With 20 nm grains, a 10 μm line has $8\times500=4000$ grains in its gap, and the estimate falls to 0.08 %.
- **Warming.** Assume a fixed polarizability per molecule, so that $(k-1)/(k+2)$ is proportional to density. With a rough volume expansion of $2\times10^{-4}$ per kelvin, warming by 60 K shifts $k^*$ by −1.8 %.
- **Frequency.** At 10 GHz the wave phase is $6.8\times10^{-5}$ rad across the gap and 0.0042 rad along a lossless 10 μm line. In copper lines about 160 nm wide the resistance exceeds $\omega L$ some 30 to 45 times, which raises the phase along 10 μm to about 0.02 rad. The quasi-static treatment remains adequate for such a line, but the phase reaches 1 rad near half a millimetre. At 10 GHz, leakage current would equal displacement current at a resistivity of 44 Ω cm, and sulfur is a far better insulator than that. This threshold rises in inverse proportion to the frequency.

The numerical output lists the values for both the test media and the film.

## Values computed for the example and the checks

```
Test values ka, kb: 2.0, 6.0; sqrt(ka kb) = 3.46410
Laminate k across, along layers: 3.0000, 4.0000
Laminate determinant: 12.00000
Smooth texture kxx, kyy, kxy: 3.1954, 3.7561, -0.0407
Smooth texture determinant, mesh limit: 12.00000
Rotated D against solved E, rms relative error: 3.3e-04
compact grains, k* on 3 meshes: 3.4715, 3.4664, 3.4648
compact grains, k* extrapolated: 3.4641
compact grains, <Ea^2>, <Eb^2> over E0^2: 0.865, 0.289
elongated grains, k* on 3 meshes: 3.4694, 3.4658, 3.4646
elongated grains, k* extrapolated: 3.4641
elongated grains, <Ea^2>, <Eb^2> over E0^2: 0.866, 0.289
Formula for these two: 0.866, 0.289
Sulfur rough k along a, b, c: 3.8, 4.0, 4.4
Gap 160 nm, grain 20 nm, voltage 1.0 V
Film k* from formula: 4.0890; finite elements: 4.0890
Film bounds, lower and upper: 4.0780, 4.1000
Capacitance per facing area: 0.2263 fF/um^2
Mean applied field: 0.0625 MV/cm
RMS field over applied field: 1.00134
Largest element field over applied (mesh-limited): 1.154
Void layers 1 nm, area fraction: 9.75 %
k* with void layers, two meshes: 3.426, 3.424
Shift by void layers: -16.3 %
Non-columnar random grains, k range: 4.0517 to 4.0667
Shift if non-columnar: -0.91 to -0.55 %
Scatter of k, 64 grains: 0.0268; estimate 0.0265
Scatter for a 10 um line: 0.082 %
Largest upward shift by metal plates: 0.27 %
Rough volume expansion: 2e-04 1/K; warming 60 K
Shift by warming: -1.80 %
Phase across the gap at 10 GHz: 6.8e-05 rad
Resistivity where leakage equals displacement: 44.0 ohm cm
```
